# From the 9j symbol to the recoupling matrix, with fermion signs: a program that tests the result

```python
# Result under test: the recoupling matrix of four angular momenta,
#   U = <(j1 j2)j12,(j3 j4)j34;J | (j1 j3)j13,(j2 j4)j24;J>,
# equals sqrt((2j12+1)(2j34+1)(2j13+1)(2j24+1)) times the 9j symbol, and
# fermion creation operators add the parity of their reordering.
# Every angular momentum is passed as the integer 2j. Projections run from
# +j down to -j along array axes. Coupled states come from ladder operators.
# The example is a four-electron exchange model, energies in eV, hbar = 1.
from functools import lru_cache
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from sympy import Rational
from sympy.physics.wigner import wigner_9j


def allowed(a, b):
    return range(abs(a - b), a + b + 1, 2)


def lowering(a):
    j = a / 2
    mat = np.zeros((a + 1, a + 1))
    for i in range(a):
        m = j - i
        mat[i + 1, i] = np.sqrt(j * (j + 1) - m * (m - 1))
    return mat


@lru_cache(maxsize=None)
def clebsch(a, b, c):
    """Coupling coefficients from the highest state and repeated lowering."""
    ja, jb, jc = a / 2, b / 2, c / 2
    state = np.zeros((a + 1, b + 1))
    m, value = ja, 1.0
    while True:
        mb = jc - m
        state[round(ja - m), round(jb - mb)] = value
        if mb > jb - 0.5:
            break
        value *= -np.sqrt(jb * (jb + 1) - mb * (mb + 1))
        value /= np.sqrt(ja * (ja + 1) - m * (m - 1))
        m -= 1
    state /= np.linalg.norm(state)
    out = np.zeros((a + 1, b + 1, c + 1))
    out[:, :, 0] = state
    for i in range(c):
        big_m = jc - i
        state = lowering(a) @ state + state @ lowering(b).T
        state = state / np.sqrt(jc * (jc + 1) - big_m * (big_m - 1))
        out[:, :, i + 1] = state
    return out


def three_j(a, b, c):
    phase = np.array([(-1.0) ** ((a - b - c) // 2 + i) for i in range(c + 1)])
    return clebsch(a, b, c)[:, :, ::-1] * phase / np.sqrt(c + 1)


@lru_cache(maxsize=None)
def nine_j(*twice):
    return float(wigner_9j(*[Rational(x, 2) for x in twice]))


def nine_j_from_definition(a, b, c, d, e, f, g, h, k):
    return np.einsum('abc,def,ghi,adg,beh,cfi->',
                     three_j(a, b, c), three_j(d, e, f), three_j(g, h, k),
                     three_j(a, d, g), three_j(b, e, h), three_j(c, f, k),
                     optimize=True)


def amplitudes(j, order, p, q, big_j, i_m=0):
    """Coupled amplitudes, with axes in the order in which parts are paired."""
    i, k, l, n = order
    return np.einsum('abx,cdy,xy->abcd', clebsch(j[i], j[k], p),
                     clebsch(j[l], j[n], q), clebsch(p, q, big_j)[:, :, i_m],
                     optimize=True)


def product_state(j, order, p, q, big_j, i_m=0):
    return np.transpose(amplitudes(j, order, p, q, big_j, i_m),
                        np.argsort(order))


def pair_labels(j, order, big_j):
    i, k, l, n = order
    return [(p, q) for p in allowed(j[i], j[k]) for q in allowed(j[l], j[n])
            if big_j in allowed(p, q)]


def fock_state(j, order, p, q, big_j, offsets):
    """Apply the coupled string of creation operators to the vacuum."""
    amp = amplitudes(j, order, p, q, big_j)
    result = {}
    for idx in np.argwhere(abs(amp) > 1e-14):
        modes = [offsets[order[t]] + int(idx[t]) for t in range(4)]
        if len(set(modes)) < 4:
            continue
        bits, sign = 0, 1
        for mode in reversed(modes):
            if bin(bits & ((1 << mode) - 1)).count('1') % 2:
                sign = -sign
            bits |= 1 << mode
        result[bits] = result.get(bits, 0.0) + sign * amp[tuple(idx)]
    return result


def inner(x, y):
    return sum(v * y.get(k, 0.0) for k, v in x.items())


def factor(p, q, r, s):
    return np.sqrt((p + 1) * (q + 1) * (r + 1) * (s + 1))


ORDER_12_34, ORDER_13_24, ORDER_14_23 = (0, 1, 2, 3), (0, 2, 1, 3), (0, 3, 1, 2)


def both_arrays(j, big_j, i_m=0):
    """Overlaps of product states, bare 9j array, and the root factors."""
    rows = pair_labels(j, ORDER_12_34, big_j)
    cols = pair_labels(j, ORDER_13_24, big_j)
    overlap = np.array([[np.sum(product_state(j, ORDER_12_34, *r, big_j, i_m)
                                * product_state(j, ORDER_13_24, *c, big_j, i_m))
                         for c in cols] for r in rows])
    bare = np.array([[nine_j(j[0], j[1], r[0], j[2], j[3], r[1],
                             c[0], c[1], big_j) for c in cols] for r in rows])
    roots = np.array([[factor(*r, *c) for c in cols] for r in rows])
    return rows, cols, overlap, bare, roots


# Distinguishable parts: root factor, orthogonality, independence of M.
for j_set, total in (((1, 2, 3, 2), 2), ((1, 1, 2, 3), 3)):
    rows, cols, overlap, bare, roots = both_arrays(j_set, total)
    assert np.allclose(overlap, roots * bare, atol=1e-11)
    assert np.allclose((roots * bare) @ (roots * bare).T, np.eye(len(rows)),
                       atol=1e-11)
    assert np.allclose(overlap, both_arrays(j_set, total, total)[2], atol=1e-11)
    for a, r in enumerate(rows):
        assert np.sum(bare[a]**2) <= 1 / ((r[0] + 1) * (r[1] + 1)) + 1e-12
        for b, c in enumerate(cols):
            direct = nine_j_from_definition(j_set[0], j_set[1], r[0], j_set[2],
                                            j_set[3], r[1], c[0], c[1], total)
            assert abs(direct - bare[a, b]) < 1e-11
    if total == 2:
        a, b = np.unravel_index(np.argmax(abs(overlap)), overlap.shape)
        print("General case: j1,j2,j3,j4,J =", [x / 2 for x in j_set + (total,)])
        print("  matrix dimension =", len(rows))
        print("  chosen j12,j34,j13,j24 =", [x / 2 for x in rows[a] + cols[b]])
        print(f"  bare 9j = {bare[a, b]:.6f} (dimensionless)")
        print(f"  root factor = {roots[a, b]:.6f} (dimensionless)")
        print(f"  overlap from states = {overlap[a, b]:.6f} (dimensionless)")
        print(f"  largest squared norm of a bare row = "
              f"{np.max(np.sum(bare**2, axis=1)):.6f}")

# Two singlet pairs overlap with every allowed equal pair j13 = j24.
for pair in allowed(2, 3):
    j_set = (2, 2, 3, 3)
    value = np.sum(product_state(j_set, ORDER_12_34, 0, 0, 0)
                   * product_state(j_set, ORDER_13_24, pair, pair, 0))
    assert abs(value - np.sqrt((pair + 1) / (3 * 4))) < 1e-11

# Fermions in four different shells: odd and even reorderings.
j_set, total = (1, 3, 5, 3), 2
offsets = (0, 2, 6, 12)
for r in pair_labels(j_set, ORDER_12_34, total):
    left = fock_state(j_set, ORDER_12_34, *r, total, offsets)
    assert abs(inner(left, left) - 1) < 1e-11
    for c in pair_labels(j_set, ORDER_13_24, total):
        right = fock_state(j_set, ORDER_13_24, *c, total, offsets)
        expected = -factor(*r, *c) * nine_j(1, 3, r[0], 5, 3, r[1], *c, total)
        assert abs(inner(left, right) - expected) < 1e-11
    for c in pair_labels(j_set, ORDER_14_23, total):
        right = fock_state(j_set, ORDER_14_23, *c, total, offsets)
        phase = (-1) ** ((j_set[2] + j_set[3] - r[1]) // 2)
        expected = phase * factor(*r, *c) * nine_j(1, 3, r[0], 3, 5, r[1],
                                                   *c, total)
        assert abs(inner(left, right) - expected) < 1e-11

# One shell j = 5/2: the operator identity holds, the overlap rule does not.
j_set, total, r = (5, 5, 5, 5), 4, (0, 4)
same = (0, 0, 0, 0)
left = fock_state(j_set, ORDER_12_34, *r, total, same)
residual = dict(left)
for c in pair_labels(j_set, ORDER_13_24, total):
    weight = factor(*r, *c) * nine_j(5, 5, r[0], 5, 5, r[1], *c, total)
    for bits, amp in fock_state(j_set, ORDER_13_24, *c, total, same).items():
        residual[bits] = residual.get(bits, 0.0) + weight * amp
norm_same = inner(left, left)
assert norm_same > 0.1 and max(abs(v) for v in residual.values()) < 1e-11
right = fock_state(j_set, ORDER_13_24, *r, total, same)
overlap_same = inner(left, right)
minus_u = -factor(*r, *r) * nine_j(5, 5, 0, 5, 5, 4, 0, 4, total)
assert abs(overlap_same - minus_u) > 0.1
print("One shell j = 5/2, pair momenta 0 and 2, J = 2:")
print(f"  squared norm of the four-fermion state = {norm_same:.6f}")
print(f"  Fock overlap of the two pairings = {overlap_same:.6f}")
print(f"  minus the recoupling element = {minus_u:.6f}")

# Four spins one half with total spin zero.
rows, cols, U, bare, roots = both_arrays((1, 1, 1, 1), 0)
assert rows == [(0, 0), (2, 2)] and cols == rows
s3 = np.sqrt(3) / 2
assert np.allclose(U, [[0.5, s3], [s3, -0.5]], atol=1e-12)
assert np.allclose(U, roots * bare, atol=1e-12)
print("Four spins 1/2, J = 0, basis (0,0),(1,1), dimensionless:")
for name, array in (("U", U), ("bare 9j", bare), ("root factor", roots)):
    print(f"  {name}, row 1 = {array[0, 0]:.6f} {array[0, 1]:.6f};"
          f" row 2 = {array[1, 0]:.6f} {array[1, 1]:.6f}")
print("  squared norms of bare rows =",
      " ".join(f"{x:.6f}" for x in np.sum(bare**2, axis=1)))

# Exchange model: singlet energies with the right and the bare matrix.
Ja, Jb = 0.10, 0.06
D = np.diag([-1.5, 0.5])
block = Ja * D + Jb * U @ D @ U.T
energies = np.linalg.eigvalsh(block)
bare_energies = np.linalg.eigvalsh(Ja * D + Jb * bare @ D @ bare.T)
root = np.sqrt(Ja**2 - Ja * Jb + Jb**2)
assert np.allclose(energies, [-(Ja + Jb) / 2 - root, -(Ja + Jb) / 2 + root])

# The same model in the Fock space of four orbitals with two spins each.
Z, raising = np.diag([1.0, -1.0]), np.array([[0.0, 0.0], [1.0, 0.0]])
create = []
for mode in range(8):
    op = np.eye(1)
    for site in range(8):
        op = np.kron(op, Z if site < mode else
                     raising if site == mode else np.eye(2))
    create.append(op)
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
spin = [[sum(0.5 * sigma[s, t] * create[2 * i + s] @ create[2 * i + t].T
             for s in range(2) for t in range(2)) for sigma in pauli]
        for i in range(4)]


def dot(i, k):
    return sum(spin[i][x] @ spin[k][x] for x in range(3)).real


H = Ja * (dot(0, 1) + dot(2, 3)) + Jb * (dot(0, 2) + dot(1, 3))
total_spin_sq = sum(dot(i, k) for i in range(4) for k in range(4))
occupation = [np.diag(create[2 * i] @ create[2 * i].T
                      + create[2 * i + 1] @ create[2 * i + 1].T)
              for i in range(4)]
single = np.where(np.all(np.isclose(occupation, 1.0), axis=0))[0]
select = np.ix_(single, single)
singlets = np.linalg.eigvalsh(H[select] + 10 * total_spin_sq[select])[:2]
assert len(single) == 16 and np.allclose(singlets, energies, atol=1e-10)


def singlet_pair(i, k):
    return (create[2 * i] @ create[2 * k + 1]
            - create[2 * i + 1] @ create[2 * k]) / np.sqrt(2)


vacuum = np.zeros(256)
vacuum[0] = 1.0
phi = np.array([singlet_pair(0, 1) @ singlet_pair(2, 3) @ vacuum,
                singlet_pair(0, 2) @ singlet_pair(1, 3) @ vacuum])
S_mat, H_mat = phi @ phi.T, phi @ H @ phi.T
assert np.allclose(S_mat, [[1, -U[0, 0]], [-U[0, 0], 1]], atol=1e-12)
pair_energies, vectors = eigh(H_mat, S_mat)
assert np.allclose(pair_energies, energies, atol=1e-10)


def mean_energy(c):
    c = np.array(c)
    return (c @ H_mat @ c) / (c @ S_mat @ c)


def tidy(x):
    return round(float(x), 6) + 0.0


e_minus, e_plus = mean_energy([1, -1]), mean_energy([1, 1])
assert abs(e_minus + Ja + Jb) < 1e-12 and abs(e_plus) < 1e-12
ratio = vectors[1, 0] / vectors[0, 0]
assert ratio < 0
e_flipped = mean_energy([1, -ratio])
flip = np.diag([1.0, -1.0])
wrong_S = flip @ S_mat @ flip
mixed = eigh(H_mat, wrong_S, eigvals_only=True)
consistent = eigh(flip @ H_mat @ flip, wrong_S, eigvals_only=True)
assert mixed[0] < energies[0] - 0.01
assert np.allclose(consistent, energies, atol=1e-10)
assert e_flipped > energies[0] + 0.01

hartree = physical_constants['Hartree energy in eV'][0]
print("Exchange model:")
print(f"  Ja = {Ja:.2f} eV, Jb = {Jb:.2f} eV")
print(f"  singlet block: H11 = {tidy(block[0, 0]):.6f} eV,"
      f" H12 = {tidy(block[0, 1]):.6f} eV, H22 = {tidy(block[1, 1]):.6f} eV")
print(f"  square root in the energy formula = {root:.6f} eV")
print(f"  lower singlet = {energies[0]:.6f} eV"
      f" = {energies[0] / hartree:.8f} hartree")
print(f"  upper singlet = {energies[1]:.6f} eV"
      f" = {energies[1] / hartree:.8f} hartree")
print(f"  with the bare 9j array = {bare_energies[0]:.6f} eV"
      f" and {bare_energies[1]:.6f} eV")
print("Superposition of PhiA = A+(12)A+(34)|0> and PhiB = A+(13)A+(24)|0>:")
print(f"  overlap of PhiA and PhiB = {S_mat[0, 1]:.6f} (dimensionless)")
print(f"  Hamiltonian element between them = {H_mat[0, 1]:.6f} eV")
print(f"  squared norm: PhiA-PhiB = {2 - 2 * S_mat[0, 1]:.6f},"
      f" PhiA+PhiB = {2 + 2 * S_mat[0, 1]:.6f}")
print(f"  energy of PhiA-PhiB = {tidy(e_minus):.6f} eV")
print(f"  energy of PhiA+PhiB = {tidy(e_plus):.6f} eV")
print(f"  ground state coefficient ratio cB/cA = {ratio:.6f}")
print(f"  energy when that ratio has the wrong sign = {e_flipped:.6f} eV")
print(f"  lowest energy, sign wrong in overlap only = {mixed[0]:.6f} eV")
print(f"  lowest energy, sign wrong in both matrices = {consistent[0]:.6f} eV")
print("finished without a failed check")
```

Printed output:

```
General case: j1,j2,j3,j4,J = [0.5, 1.0, 1.5, 1.0, 1.0]
  matrix dimension = 5
  chosen j12,j34,j13,j24 = [1.5, 0.5, 1.0, 2.0]
  bare 9j = 0.069444 (dimensionless)
  root factor = 10.954451 (dimensionless)
  overlap from states = 0.760726 (dimensionless)
  largest squared norm of a bare row = 0.026543
One shell j = 5/2, pair momenta 0 and 2, J = 2:
  squared norm of the four-fermion state = 1.333333
  Fock overlap of the two pairings = 1.333333
  minus the recoupling element = -0.166667
Four spins 1/2, J = 0, basis (0,0),(1,1), dimensionless:
  U, row 1 = 0.500000 0.866025; row 2 = 0.866025 -0.500000
  bare 9j, row 1 = 0.500000 0.288675; row 2 = 0.288675 -0.055556
  root factor, row 1 = 1.000000 3.000000; row 2 = 3.000000 9.000000
  squared norms of bare rows = 0.333333 0.086420
Exchange model:
  Ja = 0.10 eV, Jb = 0.06 eV
  singlet block: H11 = -0.150000 eV, H12 = -0.051962 eV, H22 = -0.010000 eV
  square root in the energy formula = 0.087178 eV
  lower singlet = -0.167178 eV = -0.00614368 hartree
  upper singlet = 0.007178 eV = 0.00026379 hartree
  with the bare 9j array = -0.170850 eV and 0.043443 eV
Superposition of PhiA = A+(12)A+(34)|0> and PhiB = A+(13)A+(24)|0>:
  overlap of PhiA and PhiB = -0.500000 (dimensionless)
  Hamiltonian element between them = 0.120000 eV
  squared norm: PhiA-PhiB = 3.000000, PhiA+PhiB = 1.000000
  energy of PhiA-PhiB = -0.160000 eV
  energy of PhiA+PhiB = 0.000000 eV
  ground state coefficient ratio cB/cA = -0.471780
  energy when that ratio has the wrong sign = -0.075659 eV
  lowest energy, sign wrong in overlap only = -0.482487 eV
  lowest energy, sign wrong in both matrices = -0.167178 eV
finished without a failed check
```
